# Shot noise and thermal noise of a diode at zero bias

## 1. What dimensions settle

A diode at zero bias carries no mean current, yet its current fluctuates. Let $S$ be the spectral density of the fluctuation, in A²/Hz, which is A²s. At frequencies too low to resolve any internal time of the device, two descriptions are available.

- **Counting charges.** The ingredients are the charge $q$ (A s), the saturation current $I_0$ (A) and the thermal energy $kT$ (V A s). The volt occurs in $kT$ alone, so $kT$ cannot enter, and $S=c_1\,qI_0$.
- **Thermal equilibrium.** The ingredients are $kT$, the differential resistance $R_0=(dV/dI)_{V=0}$ (V/A) and $q$. The one product of powers with unit A²s is $kT/R_0$, so $S=c_2\,kT/R_0$.

Dimensions leave the pure numbers $c_1$ and $c_2$ open, and these may depend on a dimensionless property such as the ideality factor. For ideality one we shall find $c_1=c_2=4$ and $R_0=kT/(qI_0)$. The two expressions are then the same noise, described twice.

## 2. Conventions and assumptions

Spectral densities are one-sided: the current variance in a narrow band $\Delta f$ is $S\,\Delta f$, with $f>0$. Current is positive in the forward direction, and $v=qV/kT$.

The voltage is held by a noiseless source, so a current fluctuation does not act back on the transfer rates. The device is dark, in surroundings at its own temperature. Minority carriers are dilute and move independently. The frequency lies far below the inverse carrier lifetime and far below $kT/h$.

## 3. Noise of one stream of charges

Let charges $q$ be transferred at random times $t_j$ with mean rate $r$. Each gives a current pulse $q\,h(t-t_j)$ with $\int h\,dt=1$. If $dN(t')$ is the number of events in $dt'$, then

$$i(t)=q\int h(t-t')\,dN(t').$$

For a Poisson stream, $dN$ has mean $r\,dt'$ and variance $r\,dt'$, and different intervals are uncorrelated. The mean current is therefore $I=qr$. In the covariance of $i(t)$ and $i(t+s)$ only equal times $t'$ contribute. With $u=t-t'$,

$$C(s)=q^2r\int h(u)\,h(u+s)\,du .$$

The variance $C(0)$ is the integral over positive and negative frequencies of the Fourier transform of $C$. Since $C$ is even, folding the negative half onto the positive half gives a factor 2:

$$S(f)=2\int C(s)e^{-i\omega s}ds=2q^2r\int h(u)e^{i\omega u}du\int h(w)e^{-i\omega w}dw=2q^2r\,|H(\omega)|^2,$$

where $w=u+s$, $\omega=2\pi f$ and $H$ is the Fourier transform of $h$. At low frequency $H\to\int h\,dt=1$, and

$$S=2q^2r=2qI .$$

The shape of the pulse has dropped out.

## 4. Adding the two streams

Let the forward stream have rate $r_F$ and current $I_F=qr_F$, and the reverse stream rate $r_R$ and current $I_R=qr_R$. Reverse pulses carry $-q$. The mean contains the charge once, the covariance contains it squared:

$$I=I_F-I_R,\qquad S=2q(I_F+I_R).$$

The second equation needs independence, which removes the cross-covariance. Suppose instead that each forward event were followed by a reverse event after a fixed delay $d$. Each pair would be a single pulse with transform $H_F-e^{-i\omega d}H_R$, and

$$S=2q^2r\,|H_F-e^{-i\omega d}H_R|^2\to0\quad(\omega\to0).$$

Equal and opposite mean currents thus do not by themselves decide the noise.

Simulated pulse trains show both cases. Forward pulses decayed exponentially, reverse pulses were rectangular, and at zero bias each stream had on average one event per decay time. The density was averaged over frequencies below 0.02 per decay time. Divided by $2q(I_F+I_R)$, it was 1.01 at zero bias and 1.02 with the forward rate raised by the factor $e$; the sampling error is a little over one per cent. With the reverse stream a delayed copy of the forward one, the ratio fell to 0.0041.

## 5. The two currents of a diffusion diode

Take the holes on the n side, which fills $x>0$ and is many diffusion lengths thick. Their equilibrium density is $p_0=n_i^2/N_d$, with $n_i$ the intrinsic density and $N_d$ the donor density. They have diffusion constant $D$, lifetime $\tau$ and diffusion length $L=\sqrt{D\tau}$.

**Reverse stream.** Holes are generated thermally at the rate $p_0/\tau$ per volume, which balances recombination in equilibrium. Let $\phi(x)$ be the probability that a hole born at $x$ reaches the junction before it recombines. It obeys $D\phi''=\phi/\tau$ with $\phi(0)=1$ and $\phi(\infty)=0$, so $\phi=e^{-x/L}$. The completed transfers per area and time are

$$\int_0^\infty\frac{p_0}{\tau}e^{-x/L}dx=\frac{p_0L}{\tau}=\frac{Dp_0}{L},$$

since $L^2=D\tau$. The voltage does not appear: a hole that reaches the junction field is swept across.

**Forward stream.** Holes from the p side must climb the barrier, which the bias lowers by $qV$. For dilute carriers the Boltzmann factor raises the density at the edge to $p_0e^{v}$. The injected holes obey $Dp''=p/\tau$, hence $p=p_0e^{v}e^{-x/L}$, and the flux that enters and recombines is

$$-D\,p'(0)=\frac{Dp_0}{L}e^{v}.$$

A hole that crosses and returns before recombining transfers no net charge. Its two opposite pulses cancel at low frequency, as in Section 4, so the streams count completed transfers.

Electrons on the p side, with acceptor density $N_a$, behave in the same way. Adding both carriers gives

$$I_F=I_0e^{v},\qquad I_R=I_0,\qquad I=I_0(e^{v}-1),$$

$$\frac{I_0}{A}=J_0=qn_i^2\left(\frac{D_p}{L_pN_d}+\frac{D_n}{L_nN_a}\right),$$

with $A$ the junction area. This is the diode law with ideality one.

## 6. Thermal noise of a resistance

Connect a resistance $R$ at temperature $T$ to a capacitor $C$, and represent the noise of $R$ by a parallel current source of constant density $S_I$. The source drives the impedance $R/(1+i\omega RC)$, so

$$\langle V^2\rangle=\int_0^\infty\frac{S_IR^2}{1+(2\pi RCf)^2}\,df=S_IR^2\,\frac{1}{2\pi RC}\,\frac{\pi}{2}=\frac{S_IR}{4C}.$$

Equipartition requires $\tfrac12C\langle V^2\rangle=\tfrac12kT$, that is $\langle V^2\rangle=kT/C$. Equating the two results,

$$S_I=\frac{4kT}{R}.$$

The argument applies to a diode at zero bias with $R=R_0$ if $C$ is large. The voltage fluctuation $\sqrt{kT/C}$ is then much smaller than $kT/q$, so the diode responds linearly, and the frequencies involved are low. Nothing was assumed about the mechanism of conduction.

## 7. The equality

At zero bias $I_F=I_R=I_0$. The currents cancel and the noises add:

$$S=2q(I_0+I_0)=4qI_0 .$$

The diode law gives

$$\frac1{R_0}=\left.\frac{dI}{dV}\right|_{0}=I_0\frac{q}{kT}e^{0}=\frac{qI_0}{kT}\quad\Rightarrow\quad qI_0=\frac{kT}{R_0}.$$

Substitution yields

$$\boxed{S=4qI_0=\frac{4kT}{R_0}}$$

The thermal noise of the junction is the shot noise of its two opposing streams. A noise budget that lists both for the same junction at zero bias doubles the density.

## 8. Away from zero bias

Within the same model,

$$S=2qI_0(e^{v}+1)=2qI\,\frac{e^{v}+1}{e^{v}-1}=2qI\coth\frac v2 .$$

With the differential conductance $G=qI_0e^{v}/kT$, the ratio to $4kTG$ is

$$\frac{S}{4kTG}=\frac{1+e^{-v}}{2}.$$

- **Near zero bias**, $S\approx4qI_0(1+v/2)$. An offset of $v=0.1$, about 2.6 mV at 300 K, changes the density by 5%.
- **Strong forward bias** leaves one stream: $S\to2qI$, half of $4kTG$.
- **Strong reverse bias** leaves the other: $S\to2qI_0$, half the zero-bias density. Meanwhile $G\to0$, so $4kTG$ would predict no noise. The diode is out of equilibrium, and Section 6 no longer applies.

## 9. Ideality other than one

Suppose the measured law is $I=I_0(e^{v/n}-1)$. Then $1/R_0=qI_0/(nkT)$. If $I_0$ is still taken as each one-way current, the sum is

$$4qI_0=n\,\frac{4kT}{R_0},$$

which contradicts equipartition unless $n=1$. The faulty step is the reading of $I_0$ as a one-way current.

For a one-step transfer of charge $q$ through the voltage $V$, detailed balance fixes $I_F/I_R=e^{v}$, whatever $n$ may be. Then $I=I_R(e^{v}-1)$ and

$$I_R=I_0\,\frac{e^{v/n}-1}{e^{v}-1}\;\longrightarrow\;I_0\,\frac{v/n}{v}=\frac{I_0}{n}\qquad(v\to0).$$

The noise becomes $2q(2I_0/n)=4qI_0/n=4kT/R_0$. For $n=1.5$ the one-way current is $0.667\,I_0$, and the naive sum is 1.5 times too large.

**A trap with $n=2$.** Recombination through a trap takes two steps, so it deserves its own count. Consider a trap at the intrinsic level (which is midgap only if the two bands have equal effective densities of states) with equal capture coefficients, at the plane in the depletion region where electron and hole densities are equal. Since their product is $n_i^2e^{v}$, each density is $n_ix$ with $x=e^{v/2}$. Measure rates in units of the capture rate at density $n_i$.

An empty trap fills by electron capture (rate $x$) or hole emission (rate 1). A full trap empties by hole capture (rate $x$) or electron emission (rate 1). Both states are left at the rate $x+1$, so the trap is full half of the time. The net rate of electron capture is

$$\frac x2-\frac12=\frac{e^{v/2}-1}{2},$$

a law with $n=2$ whose saturation rate is $1/2$ and whose slope at $v=0$ is $1/4$.

Now count net electron captures at $v=0$. The trap changes state at the rate 2. A filling counts $+1$ or $0$ with equal probability, an emptying $-1$ or $0$. The means $+\tfrac12$ and $-\tfrac12$ alternate and do not accumulate. The random parts are independent, each with variance $\tfrac14$. The variance of the count therefore grows at the rate $2\times\tfrac14=\tfrac12$.

For a Poisson stream the variance grows at the rate $r$ and $S=2q^2r$. In general the low-frequency density is $2q^2$ times the growth rate of the variance, here $S=2q^2\cdot\tfrac12=q^2$. The conductance is $q\cdot(q/kT)\cdot\tfrac14$, so $4kTG=q^2$ as well. The naive sum, two streams of rate $1/2$, gives $2q^2$.

A numerical solution of the trap's rate equations with a counting variable confirms both ratios to the thermal value: 1 for the true noise and 2 for the naive sum. The factor 2 belongs to this trap level. With the InAs masses of Section 10 the intrinsic level lies 56 meV above midgap. A trap exactly at midgap then has emission rates 0.115 for electrons and 8.68 for holes, and the naive sum is 1.23 times the thermal value, while the true noise still equals it.

## 10. Example: an InAs photodiode at zero bias

The narrow gap of InAs gives a high intrinsic density. Diffusion current, proportional to $n_i^2$, then outweighs depletion-region generation, proportional to $n_i$, and the ideality is close to one, provided the trap lifetime in the depletion region is long enough (Section 11). The parameters are rough typical values at 300 K, where $kT/q=25.85$ mV.

| Quantity | Holes in n side | Electrons in p side |
|---|---|---|
| Doping (cm⁻³) | $10^{16}$ | $10^{18}$ |
| Mobility (cm²/Vs) | 200 | $10^4$ |
| Lifetime (ns) | 100 | 1 |
| Diffusion length (µm) | 7.19 | 5.08 |

The gap is $E_g=0.354$ eV and the masses are 0.023 and 0.41 electron masses. With $N=2(2\pi mkT/h^2)^{3/2}$ for each band, $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}=8.07\times10^{14}$ cm⁻³.

For holes $D=200\times0.02585=5.17$ cm²/s, and

$$J_p=\frac{(1.602\times10^{-19})(8.07\times10^{14})^2(5.17)}{(7.19\times10^{-4})(10^{16})}=0.075\ \text{A/cm}^2 .$$

Electrons add 0.053 A/cm², so $J_0=0.128$ A/cm². A diameter of 1 mm gives $A=0.00785$ cm², and

$$I_0=1.006\ \text{mA},\qquad R_0=\frac{25.85\ \text{mV}}{1.006\ \text{mA}}=25.7\ \Omega .$$

Because $n_i/N_d=0.08$, the relation $p_0=n_i^2/N_d$ is only approximate here; exact charge neutrality gives 1.003 mA and 25.8 Ω. The two roads to the noise are

$$4qI_0=4(1.602\times10^{-19})(1.006\times10^{-3})=6.45\times10^{-22}\ \text{A}^2/\text{Hz},$$

$$\frac{4kT}{R_0}=\frac{4(1.602\times10^{-19})(0.02585)}{25.7}=6.45\times10^{-22}\ \text{A}^2/\text{Hz}.$$

As a test, the conductance was also found from a grid solution of the diffusion equation at $\pm0.1$ mV, with the excess edge density $p_0(e^{v}-1)$ imposed as the boundary value. The two densities then agree to $2.8\times10^{-6}$. This residual is numerical error from the mesh and the voltage step, and it changes size and sign when these are changed.

The amplitude density is 25.4 pA/√Hz, or $25.4\times\sqrt{10^5}$ pA $=8.0$ nA rms in 100 kHz. Behind the zero mean current lie $6.3\times10^{15}$ transfers per second each way. At $-100$ mV the model gives about 18 pA/√Hz, close to $25.4/\sqrt2$.

## 11. The model beside a real device

Real InAs diodes can break the assumption of thick sides: a p layer may be about 2 µm thick, less than the electron diffusion length. Solving the diffusion equation for thickness $d$ multiplies the electron current by $\coth(d/L_n)$ for an ohmic contact and by $\tanh(d/L_n)$ for a blocking one. The total $J_0$ changes by the factor 1.69 or 0.74, and the noise amplitude by its square root, 1.30 or 0.86. Non-parabolicity of the conduction band, in a two-band model, multiplies $J_0$ by about 1.28 (about 1.24 when the split-off band is included), majority-carrier degeneracy by 0.955. All these alter $I_0$ and $1/R_0$ together and leave the equality intact. Surface leakage and trap-assisted tunnelling are not computed here. In equilibrium they too obey $4kT/R_0$, with $R_0$ the resistance of the whole device.

**Other currents in the junction.** For traps with a 100 ns lifetime, generation in the 204 nm depletion region adds at most 5.2% to the diffusion conductance at zero bias. The contribution scales as the inverse trap lifetime: for traps at the intrinsic level it is about 15% at 10 ns and exceeds the diffusion conductance at 1 ns, where the ideality is no longer close to one. The built-in energy, 0.249 eV, is below the gap. At zero bias the bands therefore do not overlap for direct tunnelling, and the field alone cannot give a carrier the energy to create a pair. At $-100$ mV the margin has shrunk to a few meV, and by about $-110$ mV the bands overlap.

**The circuit.** A series resistance of 1 Ω at the same temperature changes the short-circuit density to $4kT/(R_0+1\ \Omega)$, an amplitude factor of 0.98. Amplifier voltage noise matters more: 1 nV/√Hz across $R_0$ drives 38.9 pA/√Hz, more than the diode's own noise. At fixed $J_0$ and amplifier noise, a smaller area lowers the amplifier term relative to the diode term, because the first falls as $1/R_0$ and the second as $1/\sqrt{R_0}$. Whether detection improves depends also on how much of the light the smaller area still collects. The two noise terms are equal at $R_0=25.7\,(38.9/25.4)^2\approx60\ \Omega$.

**Frequency and temperature.** At 100 kHz the hole conductance is $5\times10^{-4}$ above its low-frequency value and $hf/kT=1.6\times10^{-8}$, so the low-frequency conditions hold. Temperature has a far larger effect. At 320 K, with mobilities and lifetimes held fixed and the gap falling by 0.26 meV/K, $J_0$ rises 3.6-fold and the noise amplitude 1.9-fold. The numerical output below lists the values used.

## Numbers as computed

```
Simulated/expected noise, zero bias: 1.01
Simulated/expected noise, qV/kT = 1: 1.02
Same ratio, reverse stream copied: 0.0041
Temperature: 300 K
Thermal voltage kT/q: 25.85 mV
Electron mass: 0.023 m_e
Hole mass: 0.41 m_e
Band gap: 0.354 eV
Donor density, n side: 1e+16 cm^-3
Acceptor density, p side: 1e+18 cm^-3
Minority hole mobility: 200 cm2/Vs
Minority electron mobility: 1e+04 cm2/Vs
Minority hole lifetime: 100 ns
Minority electron lifetime: 1 ns
Relative permittivity: 15
Diode diameter: 1 mm
Diode area: 0.007854 cm2
Intrinsic density: 8.072e+14 cm^-3
Hole diffusion length: 7.191 um
Electron diffusion length: 5.084 um
Hole part of J0: 0.07507 A/cm2
Electron part of J0: 0.05308 A/cm2
Saturation current density J0: 0.1281 A/cm2
Saturation current I0: 1.006 mA
Transfers per second, each way: 6.282e+15 1/s
Zero-bias resistance R0: 25.69 ohm
Resistance-area product: 0.2017 ohm cm2
Shot noise 4qI0: 6.4501e-22 A2/Hz
Thermal noise from grid conductance: 6.4501e-22 A2/Hz
Shot/thermal minus one: 2.8e-06
Noise current density: 25.4 pA/rtHz
Bandwidth: 100 kHz
RMS noise current: 8.031 nA
Noise density at -100 mV: 18.15 pA/rtHz
Naive/thermal noise, n = 1.5: 1.5
One-way current/I0, n = 1.5: 0.6667
Trap (n = 2) noise/thermal: 1
Trap (n = 2) naive sum/thermal: 2
J0 factor, non-parabolic band: 1.28
J0 factor, majority degeneracy: 0.955
Thin p layer thickness: 2 um
J0 factor, thin p, ohmic contact: 1.69
J0 factor, thin p, blocking contact: 0.741
Built-in energy: 0.249 eV
Depletion width: 204 nm
Peak field: 0.024 MV/cm
Depletion/diffusion conductance, bound: 0.052
Series resistance: 1 ohm
Noise amplitude factor, series R: 0.9811
Amplifier voltage noise: 1 nV/rtHz
Amplifier noise / R0: 38.9 pA/rtHz
Hole conductance rise at 100 kHz: 0.00049
hf/kT at 100 kHz: 1.6e-08
Gap slope: -0.26 meV/K
Warmer device temperature: 320 K
J0 factor, warmer device: 3.56
Noise amplitude factor, warmer: 1.89
```
